# The first Runge-Gross step: different potentials drive different currents: verification in Python

```python
"""
Result under test (atomic units, hbar = m = e = 1):
two potentials v and v' act on the same initial state psi0. With
w_m(x) = m-th time derivative of (v - v') at t = 0, and k the smallest m
for which w_m depends on x, the currents obey
    (d/dt)^m (j - j') = 0 for m <= k,
    (d/dt)^(k+1) (j - j') = - n0 dw_k/dx      at t = 0,
where n0 is the initial density.
Model: two electrons (spin singlet) on a ring, full two-particle wave
function psi(x, y) on a Fourier grid. Current derivatives come from the
time-dependent Schroedinger equation, not from operator commutators.
"""
from math import comb, factorial
import numpy as np
from scipy.constants import physical_constants

N_EL = 2
LENGTH = 10.0      # ring circumference, bohr
SOFT = 2.0         # softening length of the repulsion, bohr
NG = 32            # grid points per particle
dx = LENGTH / NG
x = dx * np.arange(NG)
q = 2 * np.pi / LENGTH
kvec = 2 * np.pi * np.fft.fftfreq(NG, d=dx)
kder = kvec.copy()
kder[NG // 2] = 0.0          # first derivative has no Nyquist component
kinetic = 0.5 * (kvec[:, None] ** 2 + kvec[None, :] ** 2)
X, Y = np.meshgrid(x, x, indexing="ij")
chord = LENGTH / np.pi * np.sin(np.pi * (X - Y) / LENGTH)
repulsion = 1.0 / np.sqrt(chord ** 2 + SOFT ** 2)

psi0 = (1 + 0.4 * np.cos(q * X) + 0.4 * np.cos(q * Y)
        - 0.3 * np.cos(q * (X - Y))) * np.exp(
            0.5j * (np.sin(q * X) + np.sin(q * Y)))
psi0 = psi0 / np.sqrt(np.sum(abs(psi0) ** 2) * dx ** 2)
n0 = N_EL * dx * np.sum(abs(psi0) ** 2, axis=1)


def two_body(f):
    """Sum of a one-particle function over both electrons."""
    return f[:, None] + f[None, :]


def ddx(psi):
    return np.fft.ifft(1j * kder[:, None] * np.fft.fft(psi, axis=0), axis=0)


def current_form(a, b):
    """Matrix element <a| j(x) |b> of the current density operator."""
    integrand = (a.conj() * ddx(b) - ddx(a).conj() * b) / 2j
    return N_EL * dx * np.sum(integrand, axis=1)


def apply_h(psi, pot, strength=1.0):
    t_psi = np.fft.ifft2(kinetic * np.fft.fft2(psi))
    return t_psi + (strength * repulsion + two_body(pot)) * psi


def state_derivatives(pots, order, strength=1.0):
    """Time derivatives of psi at t=0 from i dpsi/dt = H(t) psi."""
    out = [psi0]
    for m in range(order):
        rhs = apply_h(out[m], pots[0], strength)
        for s in range(1, m + 1):
            rhs = rhs + comb(m, s) * two_body(pots[s]) * out[m - s]
        out.append(-1j * rhs)
    return out


def current_derivatives(states):
    """Leibniz rule applied to j = <psi| j(x) |psi>."""
    return [sum(comb(m, s) * current_form(states[s], states[m - s])
                for s in range(m + 1)).real for m in range(len(states))]


zero, one = np.zeros(NG), np.ones(NG)
v_coeff = [0.5 * np.cos(q * x), 0.3 * np.sin(q * x),
           0.2 * np.cos(2 * q * x), zero, zero]
constants = [0.3, -0.2, 0.25]
w_shape = 0.4 * np.sin(q * x) + 0.1 * np.cos(2 * q * x)
dw_shape = q * (0.4 * np.cos(q * x) - 0.2 * np.sin(2 * q * x))
w_next = 0.5 * np.sin(q * x)
dw_next = 0.5 * q * np.cos(q * x)


def potential_pair(k):
    """v and v' whose difference first depends on x at order k."""
    w = [c * one for c in constants[:k]] + [w_shape, w_next]
    w = (w + [zero] * 5)[:5]
    return v_coeff, [a - b for a, b in zip(v_coeff, w)]


def peak(f):
    return np.max(np.abs(f))


assert abs(np.sum(n0) * dx - N_EL) < 1e-12
assert peak(psi0 - psi0.T) < 1e-12
assert n0.min() > 0
predicted = -n0 * dw_shape

# Commutator of the current with a one-body potential, from its definition
w_psi = two_body(w_shape) * psi0
commutator = -1j * (current_form(psi0, w_psi) - current_form(w_psi, psi0))
err_comm = peak(commutator - predicted)
assert err_comm < 1e-10

print("Ring length (bohr):", LENGTH, " softening (bohr):", SOFT)
print(f"Grid points per electron: {NG}")
print(f"Density min, max (1/bohr): {n0.min():.5f}, {n0.max():.5f}")
print(f"Peak initial current (1/atu): "
      f"{peak(current_form(psi0, psi0)):.5f}")
print(f"Commutator test, max error (a.u.): {err_comm:.1e}")

# Main theorem for several k; tolerance covers roundoff amplified by
# repeated application of the kinetic energy (largest value about 100)
print("k | largest lower-order difference | error at order k+1 (a.u.)")
for k in range(4):
    va, vb = potential_pair(k)
    ja = current_derivatives(state_derivatives(va, k + 1))
    jb = current_derivatives(state_derivatives(vb, k + 1))
    low = max(peak(ja[m] - jb[m]) for m in range(k + 1))
    err = peak(ja[k + 1] - jb[k + 1] - predicted)
    assert low < 1e-7 and err < 1e-7
    print(f"{k} | {low:.1e} | {err:.1e}")

# Worked example, k = 2
K = 2
va, vb = potential_pair(K)
sa, sb = state_derivatives(va, 4), state_derivatives(vb, 4)
ja, jb = current_derivatives(sa), current_derivatives(sb)
diff3, diff4 = ja[3] - jb[3], ja[4] - jb[4]
print(f"Example k = {K}: w_0 = {constants[0]} Ha, "
      f"w_1 = {constants[1]} Ha/atu")
print("x (bohr) | n0 (1/bohr) | dw_2/dx (Ha/bohr/atu^2) |"
      " -n0 dw_2/dx | computed (atu^-4)")
for i in range(0, NG, 4):
    print(f"{x[i]:5.2f} | {n0[i]:.5f} | {dw_shape[i]:+.5f} | "
          f"{predicted[i]:+.6f} | {diff3[i]:+.6f}")
atu_fs = physical_constants["atomic unit of time"][0] * 1e15
print(f"Peak third-derivative difference (atu^-4): {peak(diff3):.6f}")
print(f"The same peak (fs^-4): {peak(diff3) / atu_fs ** 4:.4e}")
print(f"Peak third derivative of j, of j' (atu^-4): "
      f"{peak(ja[3]):.5f}, {peak(jb[3]):.5f}")
separation = np.sum(n0 * dw_shape ** 2) * dx
assert separation > 0
print(f"Integral of n0 (dw_2/dx)^2 (a.u.): {separation:.6f}")

# Constant w_0 changes the state at first order but only by a phase
rate = np.sqrt(np.sum(abs(sa[1] - sb[1]) ** 2) * dx ** 2)
assert abs(rate - N_EL * constants[0]) < 1e-10
print(f"Norm of first-derivative difference of states (1/atu): {rate:.5f}")

# Interaction alters each current but not the leading difference
ua = current_derivatives(state_derivatives(va, 3, strength=0.0))
ub = current_derivatives(state_derivatives(vb, 3, strength=0.0))
single_change = peak(ja[3] - ua[3])
diff_change = peak(diff3 - (ua[3] - ub[3]))
assert single_change > 1e-3 and diff_change < 1e-7
print(f"Repulsion off: change of third derivative of j (atu^-4): "
      f"{single_change:.5f}")
print(f"Repulsion off: change of the difference (atu^-4): {diff_change:.1e}")

# One order later the same simple formula must fail
naive_gap = peak(diff4 + n0 * dw_next)
assert naive_gap > 1e-3
print(f"Order 4: peak of -n0 dw_3/dx (atu^-5): {peak(n0 * dw_next):.5f}")
print(f"Order 4: peak deviation from it (atu^-5): {naive_gap:.5f}")


def propagate(pots, dt=0.001, marks=(50, 100, 200)):
    """Fourth-order Runge-Kutta propagation; returns states at marks."""
    def rate_of_change(t, psi):
        pot = sum(p * t ** m / factorial(m) for m, p in enumerate(pots))
        return -1j * apply_h(psi, pot)
    psi, saved = psi0.copy(), []
    for step in range(marks[-1]):
        t = step * dt
        a = rate_of_change(t, psi)
        b = rate_of_change(t + dt / 2, psi + dt / 2 * a)
        c = rate_of_change(t + dt / 2, psi + dt / 2 * b)
        d = rate_of_change(t + dt, psi + dt * c)
        psi = psi + dt / 6 * (a + 2 * b + 2 * c + d)
        if step + 1 in marks:
            saved.append(((step + 1) * dt, psi))
    return saved


run_a, run_b = propagate(va), propagate(vb)
norm_g = np.sum(predicted ** 2)
slope = np.sum(predicted * diff4) / norm_g / (K + 2)
print(f"Expected initial slope of the ratio below (1/atu): {slope:+.5f}")
print("time (atu) | peak |j-j'| (1/atu) | ratio to leading law")
for (t, pa), (_, pb) in zip(run_a, run_b):
    dj = (current_form(pa, pa) - current_form(pb, pb)).real
    ratio = (np.sum(dj * predicted) / norm_g
             * factorial(K + 1) / t ** (K + 1))
    # the remainder after the linear correction is of second order in t
    assert abs(ratio - 1 - slope * t) < 0.5 * t ** 2
    print(f"{t:.2f} | {peak(dj):.4e} | {ratio:.5f}")

# A purely time-dependent shift only multiplies the state by a phase
shifted = [p + c * one for p, c in zip(vb, constants[:2] + [0, 0, 0])]
t_end, p_shift = propagate(shifted)[-1]
p_ref = run_b[-1][1]
area = constants[0] * t_end + constants[1] * t_end ** 2 / 2
err_phase = peak(p_shift - np.exp(-1j * N_EL * area) * p_ref)
err_j = peak(current_form(p_shift, p_shift) - current_form(p_ref, p_ref))
assert err_phase < 1e-9 and err_j < 1e-9
print(f"Phase angle N*int c dt at {t_end:.2f} atu (rad): {N_EL * area:.5f}")
print(f"Phase law error, current change (a.u.): {err_phase:.1e}, {err_j:.1e}")
print("checks complete")
```

Printed output:

```
Ring length (bohr): 10.0  softening (bohr): 2.0
Grid points per electron: 32
Density min, max (1/bohr): 0.10041, 0.32614
Peak initial current (1/atu): 0.10246
Commutator test, max error (a.u.): 3.5e-16
k | largest lower-order difference | error at order k+1 (a.u.)
0 | 0.0e+00 | 4.7e-16
1 | 9.7e-17 | 2.6e-15
2 | 2.6e-15 | 2.3e-13
3 | 2.3e-13 | 3.8e-12
Example k = 2: w_0 = 0.3 Ha, w_1 = -0.2 Ha/atu
x (bohr) | n0 (1/bohr) | dw_2/dx (Ha/bohr/atu^2) | -n0 dw_2/dx | computed (atu^-4)
 0.00 | 0.32614 | +0.25133 | -0.081968 | -0.081968
 1.25 | 0.27981 | +0.05205 | -0.014564 | -0.014564
 2.50 | 0.18672 | +0.00000 | -0.000000 | -0.000000
 3.75 | 0.12019 | -0.05205 | +0.006256 | +0.006256
 5.00 | 0.10041 | -0.25133 | +0.025237 | +0.025237
 6.25 | 0.12019 | -0.30338 | +0.036464 | +0.036464
 7.50 | 0.18672 | -0.00000 | +0.000000 | +0.000000
 8.75 | 0.27981 | +0.30338 | -0.084887 | -0.084887
Peak third-derivative difference (atu^-4): 0.100702
The same peak (fs^-4): 2.9416e+05
Peak third derivative of j, of j' (atu^-4): 0.11583, 0.21560
Integral of n0 (dw_2/dx)^2 (a.u.): 0.081054
Norm of first-derivative difference of states (1/atu): 0.60000
Repulsion off: change of third derivative of j (atu^-4): 0.01247
Repulsion off: change of the difference (atu^-4): 1.6e-13
Order 4: peak of -n0 dw_3/dx (atu^-5): 0.10246
Order 4: peak deviation from it (atu^-5): 0.09564
Expected initial slope of the ratio below (1/atu): +0.17044
time (atu) | peak |j-j'| (1/atu) | ratio to leading law
0.05 | 2.1081e-06 | 1.00823
0.10 | 1.6925e-05 | 1.01588
0.20 | 1.3590e-04 | 1.02948
Phase angle N*int c dt at 0.20 atu (rad): 0.11200
Phase law error, current change (a.u.): 6.8e-15, 5.2e-15
checks complete
```
